# Van der Waals pressure across a flat air gap from pairwise attractions: verification in Python

```python
"""
Result under test: two half-spaces whose atoms attract pairwise with energy
-C/r^6 pull on each other across a vacuum gap d with the pressure
    P = A / (6 pi d^3),   A = pi^2 C n1 n2.
C: pair coefficient, n1 and n2: number densities, A: Hamaker constant,
d: gap width, t: wall thickness, a: spacing of a simple cubic lattice.
Attractive pressure is counted positive. Quadrature tests use C = n1 = n2 = 1.
Physical example: lengths in nm and energies in eV.
"""
import numpy as np
from scipy import constants as const

pi = np.pi

# Gauss-Legendre rule on (0, 1), and its map to (0, infinity)
raw_nodes, raw_weights = np.polynomial.legendre.leggauss(80)
unit_nodes = (raw_nodes + 1) / 2
unit_weights = raw_weights / 2
inf_nodes = unit_nodes / (1 - unit_nodes)
inf_weights = unit_weights / (1 - unit_nodes) ** 2


def pair_energy(normal, lateral):
    return -1 / (normal**2 + lateral**2) ** 3


def pair_pull(normal, lateral):
    """Normal component of the attractive force of one pair."""
    return 6 * normal / (normal**2 + lateral**2) ** 4


def integrate_walls(kernel, gap, depths, depth_weights):
    """Integrate a pair quantity over both depths and the lateral plane."""
    normal = gap + depths[:, None, None] + depths[None, :, None]
    values = kernel(normal, inf_nodes[None, None, :])
    lateral_weights = 2 * pi * inf_nodes * inf_weights
    return depth_weights @ (values @ lateral_weights) @ depth_weights


def integrate_atom_wall(kernel, height):
    """Integrate a pair quantity over one half-space below a single atom."""
    values = kernel(height + inf_nodes[:, None], inf_nodes[None, :])
    return inf_weights @ values @ (2 * pi * inf_nodes * inf_weights)


def hamaker_constant(coefficient, density1, density2):
    return pi**2 * coefficient * density1 * density2


def pressure_law(hamaker, gap):
    return hamaker / (6 * pi * gap**3)


def energy_law(hamaker, gap):
    return -hamaker / (12 * pi * gap**2)


def finite_wall_ratio(gap, thickness):
    """Pressure of two equal finite walls relative to half-spaces."""
    return (1 - 2 * (gap / (gap + thickness)) ** 3
            + (gap / (gap + 2 * thickness)) ** 3)


def atom_wall_energy(coefficient, density, height):
    return -pi * coefficient * density / (6 * height**3)


def atom_wall_pull(coefficient, density, height):
    return pi * coefficient * density / (2 * height**4)


def relative_error(value, reference):
    return abs(value / reference - 1)


# Half-space laws against integration of the pair quantities
unit_hamaker = hamaker_constant(1.0, 1.0, 1.0)
largest_pressure_error = 0.0
for gap in (1.0, 1.7):
    pressure_num = integrate_walls(pair_pull, gap, inf_nodes, inf_weights)
    energy_num = integrate_walls(pair_energy, gap, inf_nodes, inf_weights)
    error = relative_error(pressure_num, pressure_law(unit_hamaker, gap))
    largest_pressure_error = max(largest_pressure_error, error)
    assert error < 1e-6
    assert relative_error(energy_num, energy_law(unit_hamaker, gap)) < 1e-5

    # Pressure must equal the slope of the separately integrated energy
    step = 1e-3
    upper = integrate_walls(pair_energy, gap + step, inf_nodes, inf_weights)
    lower = integrate_walls(pair_energy, gap - step, inf_nodes, inf_weights)
    assert relative_error((upper - lower) / (2 * step), pressure_num) < 1e-4

    # One atom above one half-space
    atom_energy_num = integrate_atom_wall(pair_energy, gap)
    atom_pull_num = integrate_atom_wall(pair_pull, gap)
    assert relative_error(atom_energy_num, atom_wall_energy(1, 1, gap)) < 1e-6
    assert relative_error(atom_pull_num, atom_wall_pull(1, 1, gap)) < 1e-6

# Finite walls against integration over finite depths
for thickness in (0.5, 3.0, 10.0):
    finite_num = integrate_walls(pair_pull, 1.0, thickness * unit_nodes,
                                 thickness * unit_weights)
    finite_formula = (pressure_law(unit_hamaker, 1.0)
                      * finite_wall_ratio(1.0, thickness))
    assert relative_error(finite_num, finite_formula) < 1e-6

# Model parameters of the worked example
pair_coefficient = 5e-5      # eV nm^6
density = 50.0               # nm^-3
main_gap = 2.0               # nm
wall_thickness = 20.0        # nm
excitation_energy = 10.0     # eV
gaps = (1.0, 2.0, 4.0, 10.0)  # nm
spacing = density ** (-1 / 3)

# A plane of discrete atoms must act as a uniform sheet, at any registry.
# Lengths are in lattice spacings; the height is the closest one used below.
plane_height = min(gaps) / spacing + 1
sites = np.arange(-300, 301)
for shift_x, shift_y in ((0.0, 0.0), (0.3, 0.4)):
    lateral = np.hypot(sites[:, None] + shift_x, sites[None, :] + shift_y)
    discrete_pull = pair_pull(plane_height, lateral).sum()
    assert relative_error(discrete_pull, 2 * pi / plane_height**5) < 1e-7


def lattice_ratio(gap):
    """Layer-summed pressure relative to the continuum law."""
    layer = np.arange(1, 100001)
    layer_sum = np.sum(layer / (gap + layer * spacing) ** 5)
    lattice_pressure = (2 * pi * pair_coefficient * density**2
                        * spacing**2 * layer_sum)
    hamaker = hamaker_constant(pair_coefficient, density, density)
    return lattice_pressure / pressure_law(hamaker, gap)


# The leading graininess correction leaves a fourth-order remainder
for gap in gaps:
    small = spacing / gap
    assert abs(lattice_ratio(gap) - (1 - small**2)) < 2 * small**4

# Worked example
hamaker = hamaker_constant(pair_coefficient, density, density)
pascal = const.e / 1e-27     # Pa in one eV/nm^3
surface_unit = const.e / 1e-18  # J/m^2 in one eV/nm^2
hbar_c = const.hbar * const.c / const.e * 1e9  # eV nm
main_pressure = pressure_law(hamaker, main_gap)
main_energy = energy_law(hamaker, main_gap)
atom_energy = atom_wall_energy(pair_coefficient, density, main_gap)
atom_pull = atom_wall_pull(pair_coefficient, density, main_gap)

print(f"pair coefficient C = {pair_coefficient:.1e} eV nm^6")
print(f"number density n, both walls = {density:.1f} nm^-3")
print(f"main gap d = {main_gap:.1f} nm")
print(f"wall thickness t = {wall_thickness:.1f} nm")
print(f"chosen excitation energy = {excitation_energy:.1f} eV")
print(f"lattice spacing a = {spacing:.4f} nm")
print(f"Hamaker constant A = {hamaker:.4f} eV")
print(f"Hamaker constant A = {hamaker * const.e:.4e} J")
print(f"atom-wall energy at height d = {atom_energy:.4e} eV")
print(f"atom-wall attraction at height d = {atom_pull:.4e} eV/nm")
print(f"energy per area at d = {main_energy:.4e} eV/nm^2")
print(f"energy per area at d = {main_energy * surface_unit * 1e3:.4f} mJ/m^2")
print(f"attractive pressure at d = {main_pressure:.4e} eV/nm^3")
print(f"attractive pressure at d = {main_pressure * pascal / 1e3:.2f} kPa")
print(f"finite-wall pressure / half-space pressure = "
      f"{finite_wall_ratio(main_gap, wall_thickness):.5f} (no unit)")
print(f"largest relative quadrature error of pressure law = "
      f"{largest_pressure_error:.1e} (no unit)")
for gap in gaps:
    pressure_kpa = pressure_law(hamaker, gap) * pascal / 1e3
    phase = 2 * excitation_energy * gap / hbar_c
    print(f"gap {gap:.1f} nm: pressure = {pressure_kpa:.2f} kPa")
    print(f"gap {gap:.1f} nm: lattice/continuum pressure = "
          f"{lattice_ratio(gap):.5f} (no unit)")
    print(f"gap {gap:.1f} nm: 1-(a/d)^2 = "
          f"{1 - (spacing / gap)**2:.5f} (no unit)")
    print(f"gap {gap:.1f} nm: 2 omega d/c = {phase:.3f} (no unit)")

print("finished without a failed check")
```

Output:

```
pair coefficient C = 5.0e-05 eV nm^6
number density n, both walls = 50.0 nm^-3
main gap d = 2.0 nm
wall thickness t = 20.0 nm
chosen excitation energy = 10.0 eV
lattice spacing a = 0.2714 nm
Hamaker constant A = 1.2337 eV
Hamaker constant A = 1.9766e-19 J
atom-wall energy at height d = -1.6362e-04 eV
atom-wall attraction at height d = 2.4544e-04 eV/nm
energy per area at d = -8.1812e-03 eV/nm^2
energy per area at d = -1.3108 mJ/m^2
attractive pressure at d = 8.1812e-03 eV/nm^3
attractive pressure at d = 1310.78 kPa
finite-wall pressure / half-space pressure = 0.99861 (no unit)
largest relative quadrature error of pressure law = 1.4e-09 (no unit)
gap 1.0 nm: pressure = 10486.22 kPa
gap 1.0 nm: lattice/continuum pressure = 0.93337 (no unit)
gap 1.0 nm: 1-(a/d)^2 = 0.92632 (no unit)
gap 1.0 nm: 2 omega d/c = 0.101 (no unit)
gap 2.0 nm: pressure = 1310.78 kPa
gap 2.0 nm: lattice/continuum pressure = 0.98207 (no unit)
gap 2.0 nm: 1-(a/d)^2 = 0.98158 (no unit)
gap 2.0 nm: 2 omega d/c = 0.203 (no unit)
gap 4.0 nm: pressure = 163.85 kPa
gap 4.0 nm: lattice/continuum pressure = 0.99543 (no unit)
gap 4.0 nm: 1-(a/d)^2 = 0.99539 (no unit)
gap 4.0 nm: 2 omega d/c = 0.405 (no unit)
gap 10.0 nm: pressure = 10.49 kPa
gap 10.0 nm: lattice/continuum pressure = 0.99926 (no unit)
gap 10.0 nm: 1-(a/d)^2 = 0.99926 (no unit)
gap 10.0 nm: 2 omega d/c = 1.014 (no unit)
finished without a failed check
```
